Soft-mode densities of random quartic potentials: all minima versus global minima, part 1

(Sections cited here and not found follow in the second part.)

**First half: counting classical minima**

Q. You propose to describe the soft local motions of a glass by one coordinate each, moving in a random quartic potential. What is random, and what is being counted?

A. The coordinate is x, with a mass M attached to it, and the potential is

V(x) = c1 x + c2 x²/2 + c3 x³/6 + c4 x⁴/24, with c4 > 0.

A constant term would not affect the motion, so it is left out. The factorials make c1, c2, c3 and c4 the first four derivatives of V at x = 0. The point x = 0 is a reference position and need not be a minimum. The four coefficients have a joint probability density P(c1, c2, c3, c4), which is continuous in the first three. The potentials are independent of one another; elastic coupling between them is outside the model.

At a minimum x0 the stiffness is κ = V″(x0) > 0, and small classical oscillations have the angular frequency

ω = √(κ/M).

I count minima per potential. N(κ) dκ is the mean number with stiffness between κ and κ + dκ, and g(ω) dω is the same count in terms of frequency. A potential with two minima contributes two entries if all local minima are admitted, and one if the lower minimum alone is admitted.

Q. Then the answer looks immediate. The curvature c2 has a smooth density, which is some constant at c2 = 0. So N(κ) should tend to a constant.

A. That would be right if the minimum sat at x = 0. But c2 is the curvature at the reference point, whereas κ is the curvature at the place where the force vanishes. With c1 random, that place moves from one potential to the next. We need the joint density of the position and the curvature of the minimum. To get it, write the same polynomial around x0, with y = x − x0:

V(x) = V(x0) + κy²/2 + βy³/6 + γy⁴/24.

There is no linear term because x0 is stationary. Here β and γ are the third and fourth derivatives at the minimum. Differentiate this expression with respect to x and set x = 0, which means y = −x0:

c1 = −κx0 + βx0²/2 − γx0³/6
c2 = κ − βx0 + γx0²/2
c3 = β − γx0
c4 = γ.

These relations turn the original coefficients into the position of a minimum and its local shape.

Q. A change of variables costs a Jacobian. Can it alter a power law?

A. Here it supplies the power. Hold γ fixed and differentiate (c1, c2, c3) with respect to (x0, κ, β). The rows of the matrix are

c1: −κ + βx0 − γx0²/2, −x0, x0²/2
c2: −β + γx0, 1, −x0
c3: −γ, 0, 1.

Comparison with the relations above shows that the first entries of the first two rows are −c2 and −c3. Expand the determinant along the third row. The entry −γ multiplies (−x0)(−x0) − x0²/2 = x0²/2. The entry 1 multiplies (−c2)(1) − (−x0)(−c3) = −c2 − c3x0. The sum is

det = −(c2 + c3x0 + γx0²/2).

The bracket is V″(x0), computed from the original polynomial, and therefore equals κ. Hence det = −κ, and the volume elements are related by

dc1 dc2 dc3 = κ dx0 dκ dβ.

Q. I accept the algebra, but what does the factor κ mean?

A. Add a small constant force to the potential. A minimum of stiffness κ then moves by the force divided by κ. Read this in reverse: for the minimum to lie inside an interval dx0, the coefficient c1 must lie in an interval of width κ dx0. A soft minimum runs away under a small force, so a narrow range of c1 leaves it where it is. The rarity of soft minima is this narrowness.

Q. The map from coefficients to minima is not one to one. A double well has two values of x0.

A. That is what makes the count correct. Each potential appears once for every minimum it possesses. Integrating over all x0, β and γ at fixed κ > 0 therefore gives the mean number of minima, not the probability that a potential has one. Define the integral over position

S(κ, β, γ) = ∫ P(c1, c2, c3, γ) dx0,

with the shifted expressions inserted for c1, c2 and c3. Then

N_all(κ) = κ ∫dγ ∫dβ S(κ, β, γ).

This holds at any κ > 0, not merely a small one. For κ → 0 the double integral tends to a constant,

A = ∫dγ ∫dβ S(0, β, γ),

so that N_all(κ) → Aκ.

Q. You have assumed that A is finite and not zero. The ranges of x0 and β are infinite.

A. Those are conditions on P. The double integral must be finite and continuous at κ = 0, and S(0, β, γ) must be positive over some range of β and γ. Take a case with Gaussian densities for c1, c2, c3 and with c4 bounded away from zero and from infinity. Eliminate β through β = c3 + γx0. The second relation becomes

c2 = κ − c3x0 − γx0²/2.

For bounded c3, a distant minimum needs c2 to be large and negative, growing as x0². The Gaussian density of c2 suppresses this strongly. If c3 grows along with x0 to keep c2 small, its own Gaussian density does the suppressing. The integral therefore converges.

Q. Now turn stiffness into frequency.

A. From κ = Mω² we have dκ = 2Mω dω. The number of minima in an interval does not depend on its label, so g(ω) dω = N(κ) dκ and

g_all(ω) = A(Mω²)(2Mω) = 2AM²ω³.

One power of κ gives ω², and the conversion of the interval gives one more ω. The law is the leading behaviour at low frequency.

Q. Suppose that I admit the lowest minimum of each potential and no other. I would expect that to remove a fraction of the entries and leave the power unchanged.

A. It would, if the fraction stayed finite as κ → 0. Measure the energy from the minimum in question:

V(x) − V(x0) = y²(κ/2 + βy/6 + γy²/24).

The minimum is global if this is nowhere negative. Since y² is not negative, the condition concerns the bracket, which is a quadratic in y with a positive leading coefficient. It is nowhere negative when its discriminant is not positive:

β²/36 − 4(κ/2)(γ/24) = β²/36 − κγ/12 ≤ 0.

Multiplication by 36 gives

β² ≤ 3κγ.

So a soft global minimum must be nearly symmetric. If a finite cubic term is present while κ is very small, the potential falls below the starting level on one side before the quartic term can raise it. A lower well then exists there.

Q. So the permitted fraction does shrink.

A. Yes. At given κ and γ, the cubic coefficient must lie between −√(3κγ) and +√(3κγ), a window of width 2√(3κγ). Therefore

N_global(κ) = κ ∫dγ ∫dβ S(κ, β, γ), with |β| ≤ √(3κγ).

As κ → 0 the window closes around β = 0. Because S is continuous, it may be replaced there by S(0, 0, γ), and the β integral becomes the width times this value:

N_global(κ) → Bκ^(3/2), with B = 2√3 ∫dγ √γ S(0, 0, γ).

The condition is now B > 0. The density P must be nonzero on some part of the set of pure quartic minima, where κ = β = 0. By the shifted relations these have c3 = −γx0, c2 = γx0²/2 and c1 = −γx0³/6. In frequency,

g_global(ω) = B(Mω²)^(3/2)(2Mω) = 2BM^(5/2)ω⁴.

The extra power of ω is the width of the window in β, since √κ is proportional to ω.

Q. Is a soft global minimum then one half of a nearly symmetric double well?

A. Usually it is the only minimum. The slope relative to x0 is

V′ = y(κ + βy/2 + γy²/6).

A second minimum needs two further real stationary points, so the discriminant of the bracket must be positive:

β²/4 − 2κγ/3 > 0, or β² > 8κγ/3.

A global minimum has β² ≤ 3κγ. It thus has a companion if β² lies between 8κγ/3 and 3κγ. In the limit κ → 0 the density of β is flat across the narrow window, so the share with a companion is 1 − √(8/9), about 6 percent. The rest are single wells with a flat bottom. In 600 random quartics with κ from 0.05 to 2, γ from 5 to 40 and |β| up to 3√(κγ), both inequalities classified every case correctly.

Q. And what are the soft minima that are not global?

A. Most have a cubic coefficient of ordinary size. Near such a minimum, V is approximately κy²/2 + βy³/6. Its slope vanishes at y = 0 and at y = −2κ/β, so a maximum lies close by. As κ → 0 the two merge and disappear. These are wells about to lose their stability, and beyond the nearby maximum lies a deeper well. The global rule discards them.

Q. Your word "smooth" carries a heavy load. Give me a case in which it fails.

A. Let every potential be symmetric, c1 = c3 = 0, with c2 still smoothly distributed with density p(c2). The joint density is then concentrated on a surface, so it is not continuous in c1 and c3. For c2 > 0 the minimum is at x = 0 and κ = c2. For c2 < 0 the slope x(c2 + c4x²/6) vanishes at x² = −6c2/c4, where the stiffness is

κ = c2 + c4x²/2 = c2 − 3c2 = −2c2.

There are two such minima. The first kind contributes p(κ) to N. The second contributes 2 × ½ p(−κ/2), the half coming from dc2 = −dκ/2. As κ → 0 the total tends to the constant 2p(0), and g ∝ ω. This is the constant you expected at the start. Here the enforced symmetry produces it, by keeping a stationary point at x = 0 in every potential.

Q. I should like to see the two main laws emerge from potentials that know nothing of your shifted variables.

A. Take c1, c2 and c3 as independent Gaussian variables centred on zero, with widths 0.5, 2 and 8. Let c4 = 12 + 24t, where t lies between 0 and 1 with density 6t(1 − t), so that the mean of c4 is 24. All quantities here are in reduced units. Draw 16 million potentials, solve the cubic equation V′ = 0 for each, and compare the energies of the minima directly.

With κ between 0.05 and 0.10 the sample holds 6802 minima, of which 1419 are global. The integrals for N_all and N_global predict 6846 and 1407. With κ between 0.4 and 0.8 the sample holds 457986 and 231257, against 457975 and 231609. In all five stiffness intervals examined, from 0 to 0.8, the differences are within two standard deviations of counting noise.

The exponents can also be estimated without the integrals. If N ∝ κ^p below a cutoff κm, the mean of ln(κm/κ) over the sampled minima is 1/(p + 1), and the exponent of ω is 2p + 1. With κm = 0.1 this gives

all minima: 2.96 ± 0.04
global minima: 3.82 ± 0.12
symmetric potentials: 0.96 ± 0.02.

The errors are one standard error. The global value lies 1.5 standard errors below 4. For the symmetric set the quoted error is somewhat too small, because it treats the two equal minima of each double well as independent.

Q. With numbers in hand, how rare are soft global minima among soft minima?

A. The ratio of the leading laws is

N_global/N_all → (B/A)√κ.

For this distribution A = 0.113 and B = 0.0853, so the ratio is 0.76√κ. At κ = 0.01 it is about 8 percent. The leading laws would meet at κ = (A/B)² = 1.75. They cannot both hold beyond that point, since global minima are a subset of all minima. The ω⁴ law therefore belongs to stiffnesses well below this value.

**Second half: imperfect selection and a silica-like example**

Q. Restate what we carry over, so that I can object to it.

A. A minimum has stiffness κ = Mω², third derivative β and fourth derivative γ. The distance from it is y. S(κ, β, γ) is the probability density of the coefficients integrated over the position of the minimum. The number of minima per potential and per unit of κ is

all minima: N_all = κ ∫dγ ∫dβ S → Aκ, hence g ∝ ω³
global minima: the same with β² ≤ 3κγ, → Bκ^(3/2), hence g ∝ ω⁴,

with B = 2√3 ∫dγ √γ S(0, 0, γ). A second minimum exists if β² > 8κγ/3. For the Gaussian example A = 0.113 and B = 0.0853 in reduced units.

Q. My objection is to the global rule. A glass is made by cooling a liquid. Nothing searches each potential for its lowest point.

A. Then replace the rule by a definite preparation, a sudden quench. Let the coordinate be in classical thermal equilibrium at temperature T, measured in energy units, and then let it slide down by steepest descent. It ends in the minimum whose basin it started from. The probability w of reaching a given minimum is the Boltzmann integral over its basin divided by that over the whole line. The count becomes

N_quench(κ) = κ ∫dγ ∫dβ S(κ, β, γ) w.

For T → 0 the weight tends to 1 for a global minimum and to 0 for a higher one, and the global rule returns.

Q. At low temperature w is exponentially small for the higher wells. Surely the ω⁴ law survives with a small correction.

A. If T is low enough, it survives approximately in a range of frequencies, but at any fixed T > 0 it fails in the limit ω → 0. To see why, scale the distance by the thermal width of a quartic well, y = (T/γ)^(1/4) u. Then

V/T = ku²/2 + bu³/6 + u⁴/24,
k = κ/√(Tγ), b = β/(T^(1/4)γ^(3/4)).

For the quartic term, γy⁴/T = u⁴. For the cubic term, β(T/γ)^(3/4)/T gives b, and for the quadratic term, κ(T/γ)^(1/2)/T gives k.

Now let κ → 0 with b fixed and positive. The maximum beside the minimum merges with it at u = 0, and the basin becomes the half-line u > 0. Its weight is

w(b) = I₊/(I₊ + I₋), I± = ∫₀^∞ exp(∓bu³/6 − u⁴/24) du.

This is finite. At b = 0 it is 1/2. For large b the lower well dominates. Its exponent bu³/6 − u⁴/24 is largest at u = 3b, where it equals 27b⁴/6 − 81b⁴/24 = 9b⁴/8, so w falls very rapidly. The accepted range of β therefore has a width of order T^(1/4)γ^(3/4), and this width no longer shrinks with κ. Consequently

N_quench → C(T)κ, with C(T) = ∫dγ ∫dβ S(0, β, γ) w,

and the lowest frequencies follow ω³ again.

Q. How does the coefficient depend on temperature?

A. If the accepted range is narrow compared with the range over which S varies, replace S(0, β, γ) by S(0, 0, γ) and use dβ = T^(1/4)γ^(3/4) db:

C(T) ≈ J T^(1/4) ∫dγ γ^(3/4) S(0, 0, γ), J = 2∫₀^∞ w(b) db = 0.764.

The factor 2 counts both signs of b. At T = 10⁻⁶ in reduced units the full integral for C is 1.0002 times this expression.

The quench law Cκ and the global law Bκ^(3/2) meet at

κ_c = (C/B)².

If γ had a single value, the ratio C/B would be J(Tγ)^(1/4)/(2√3), and

κ_c ≈ (J²/12)√(Tγ).

Since ω ∝ √κ, the crossover frequency varies only as T^(1/4). A hundredfold reduction of the starting temperature lowers it by a factor of about 3.

For smoothly distributed coefficients, the classical count gives ω³ for all minima and ω⁴ for global minima, while a sudden quench from any fixed T > 0 restores ω³ at the lowest frequencies. It remains to put these laws into the units of a silica-like example and to see where barriers, quantum motion and temperature limit their use.
